# Donor binding in an infinite quantum well with Bastard's trial function

## Question

I am trying to do the variational problem of a shallow donor in an infinitely deep quantum well, $|z|<L/2$, with Bastard's trial function

$$\psi=\cos(\pi z/L)\,e^{-r/\lambda},\qquad r=\sqrt{\rho^2+(z-z_i)^2}.$$

The exercise says: "Minimise the energy. Show that the binding energy rises from one to four Rydberg as the well shrinks, and that it is lower for a donor at the edge."

I have two problems. The kinetic energy gives cross terms between the cosine and the exponential, and I end up with a long expression from which I can't read off any trend. And when I put the donor at the wall of a wide well, my numbers drop well below one Rydberg. Is that a mistake? How does one show the trends, rather than just plot them?

## Answer

Your numbers below one are no mistake. The range "one to four" belongs to a donor at the centre. At the wall the range is $1/4$ to $4$. Both trends can be proved for this trial function, once the cross terms have been removed.

**Conventions.** I assume one isotropic effective mass, one dielectric constant and no image charges. Lengths are in effective Bohr radii $a^*$ and energies in effective Rydbergs $\mathrm{Ry}^*$, so

$$H=-\nabla^2-\frac{2}{r},\qquad \psi=0\ \text{at}\ z=\pm L/2 .$$

Without the donor the lowest energy is $\pi^2/L^2$. The binding energy is $E_b=\pi^2/L^2-\min_\lambda\langle H\rangle$. Since $\langle H\rangle$ lies above the true ground energy, $E_b$ is a lower bound to the true binding of this model.

### Removing the cross terms

Write $\psi=fg$ with $f=\cos(\pi z/L)$ and $g=e^{-r/\lambda}$. Then

$$|\nabla\psi|^2=f'^2g^2+ff'\,\partial_z(g^2)+f^2|\nabla g|^2 .$$

Integrate the middle term by parts in $z$. The boundary term vanishes because $f=0$ at the walls:

$$\int ff'\,\partial_z(g^2)=-\int (f'^2+ff'')g^2 .$$

The $f'^2$ terms cancel, and $-f''=(\pi^2/L^2)f$ leaves the subband energy times the norm. With $|\nabla g|^2=g^2/\lambda^2$,

$$\langle H\rangle=\frac{\pi^2}{L^2}+\frac1{\lambda^2}-2\left\langle\frac1r\right\rangle,
\qquad E_b=\max_\lambda\left[2\left\langle\frac1r\right\rangle-\frac1{\lambda^2}\right].$$

### The remaining integrals

Let $s=2/\lambda$, so that $g^2=e^{-sr}$, and let $u=z-z_i$. At fixed $z$ we have $\rho\,d\rho=r\,dr$, with $r$ running from $|u|$ to infinity:

$$\int_0^\infty\! 2\pi\rho\,d\rho\,\frac{e^{-sr}}r=\frac{2\pi}{s}e^{-s|u|},\qquad
\int_0^\infty\! 2\pi\rho\,d\rho\,e^{-sr}=2\pi\left(\frac{|u|}{s}+\frac1{s^2}\right)e^{-s|u|}.$$

Define

$$A=\int f^2e^{-s|u|}dz,\qquad B=\int f^2|u|e^{-s|u|}dz=-\frac{dA}{ds},\qquad D=\frac{sB}{A}.$$

Then $\langle1/r\rangle=(A/s)/(B/s+A/s^2)=s/(1+D)$, and

$$\boxed{E_b=\max_s\left[\frac{2s}{1+D}-\frac{s^2}{4}\right]}$$

All dependence on width and position sits in $D$, which is $s$ times a mean distance $|u|$ from the donor plane. A larger $D$ means weaker binding. The bracket is positive for small $s$ (there $D\le sL$) and negative for $s\ge8$, so a maximum exists.

For numbers, use $f^2=\frac12(1+\cos qz)$ with $q=2\pi/L$. Let $a=L/2+z_i$ and $b=L/2-z_i$. Because $q(z_i+b)=\pi$, the side $u>0$ gives

$$\int_0^b\!\cos q(z_i+u)\,e^{-su}du=\mathrm{Re}\,\frac{e^{iqz_i}+e^{-sb}}{s-iq}
=\frac{s(\cos qz_i+e^{-sb})-q\sin qz_i}{s^2+q^2}.$$

The other side has $b\to a$ and the opposite sign of the sine, so the sines cancel. The constant half of $f^2$ gives $(1-e^{-sb})/s$ and $(1-e^{-sa})/s$. With $C=\cos qz_i$ and $E=e^{-sa}+e^{-sb}$,

$$A=\frac12\left[\frac{2-E}{s}+\frac{s(2C+E)}{s^2+q^2}\right].$$

Differentiating, with $M=-dE/ds=ae^{-sa}+be^{-sb}$,

$$B=\frac12\left[\frac{2-E}{s^2}-\frac Ms-\frac{(2C+E)(q^2-s^2)}{(s^2+q^2)^2}+\frac{sM}{s^2+q^2}\right].$$

### Binding rises as the well shrinks

Let $t=|u|/L$, $x=sL$ and $v=s|u|=xt$. Up to a constant, the envelope density at distance $t$ is

- centre: $w=2\cos^2\pi t$ for $0<t<\tfrac12$;
- edge: $w=\sin^2\pi t$ for $0<t<1$.

So $D$ is the mean of $v$ with weight $w(v/x)e^{-v}$, and it depends on $s$ and $L$ through $x$ alone. Since $w$ vanishes at its outer end, the moving limit of integration contributes nothing to the derivative:

$$\frac{dD}{dx}=\frac1x\,\mathrm{Cov}(v,h),\qquad h(t)=-\frac{t\,w'(t)}{w(t)} .$$

At the centre $h=2\pi t\tan\pi t$, which increases with $t$. At the edge $h=-2\pi t\cot\pi t$, with

$$h'=\frac{\pi(2\pi t-\sin2\pi t)}{\sin^2\pi t}>0 .$$

Two increasing functions of the same variable have positive covariance, so $D$ grows with $L$ at every fixed $s$. Now take $L_1<L_2$ and the optimal $s$ for $L_2$. At that $s$ the bracket is already larger for $L_1$, and maximising can only raise it further. Hence $E_b(L_1)>E_b(L_2)$.

### The end values

As $x\to0$, $D\to0$. As $x\to\infty$, the weight becomes $e^{-v}$ at the centre, with mean $D=1$. At the edge it becomes $v^2e^{-v}$, with mean $D=3!/2!=3$. For constant $D$ the bracket peaks at $s=4/(1+D)$ with value $4/(1+D)^2$:

| Limit | $D$ | $\lambda$ | $E_b$ |
|---|---|---|---|
| $L\to0$ | 0 | 1/2 | 4 |
| $L\to\infty$, centre | 1 | 1 | 1 |
| $L\to\infty$, edge | 3 | 2 | 1/4 |

The maximum really tends to these values. For $L\to0$, $E_b$ is below 4 but at least $8/(1+D)-4$, the bracket at $s=4$, which tends to 4. For $L\to\infty$, $D$ stays below its limit, so $E_b$ stays above the tabulated value. From above, $s<0.1$ gives a bracket below $0.2$, while for $s\ge0.1$ we have $D(sL)\ge D(0.1L)$, so the bracket is at most $4/[1+D(0.1L)]^2$, which tends to the tabulated value.

The first row is the two-dimensional hydrogen atom and the second the three-dimensional one. In the third, the cosine becomes proportional to the distance from the wall, so $\psi\propto|u|e^{-r/2}$. This is one half of a $2p_z$ orbital, whose node lies on the wall, and its energy is $-1/4$. That is what you found.

### Binding falls from centre to edge

Let $\zeta=z_i/L$ and compare $0\le\zeta_1<\zeta_2\le\frac12$. The side containing the centre contributes $\cos^2\pi(t-\zeta)$ up to $t=\frac12+\zeta$, and the near side $\cos^2\pi(t+\zeta)$ up to $t=\frac12-\zeta$. The ratio $R=w_2/w_1$ increases with $t$ in each region:

1. For $t<\frac12-\zeta_2$, $w=1+\cos2\pi\zeta\,\cos2\pi t$. With $c_j=\cos2\pi\zeta_j$ and $y=\cos2\pi t$, $dR/dy=(c_2-c_1)/(1+c_1y)^2<0$, and $y$ falls with $t$.
2. For $\frac12-\zeta_2<t<\frac12-\zeta_1$, $-(\ln w_1)'$ is a weighted mean of $2\pi\tan\pi(t-\zeta_1)$ and $2\pi\tan\pi(t+\zeta_1)$. Both exceed $2\pi\tan\pi(t-\zeta_2)=-(\ln w_2)'$.
3. For $\frac12-\zeta_1<t<\frac12+\zeta_1$, $(\ln R)'=2\pi[\tan\pi(t-\zeta_1)-\tan\pi(t-\zeta_2)]>0$.
4. Beyond that, $w_1=0$ while $w_2$ still has weight.

$R$ is continuous wherever $w_1>0$, and it grows without bound as $t$ approaches $\frac12+\zeta_1$, where $w_1$ vanishes but $w_2$ does not. Moving the donor outward therefore shifts weight to larger distances. The common factor $e^{-s|u|}$ cancels in $R$, so the mean distance, and with it $D$, increases at every $s$. Hence $E_b$ falls steadily from centre to edge at any finite width.

### Numbers for $L=1\,a^*$

At the centre the optimum is $s=2.4662$ ($\lambda=0.811$), with $A=0.35723$ and $B=0.04454$:

$$D=\frac{2.4662\times0.04454}{0.35723}=0.3075,\qquad
E_b=\frac{4.9324}{1.3075}-1.5205=2.25 .$$

At the edge, $s=1.5154$ ($\lambda=1.320$) and $D=0.6832$, so

$$E_b=\frac{3.0308}{1.6832}-0.5741=1.23 .$$

The edge donor has the smaller kinetic term, $0.57$ against $1.52$, but its Coulomb term drops by more, from $3.77$ to $1.80$. For a model mass of $0.07\,m_e$ and dielectric constant 13, the well is 9.83 nm wide and the bindings are 12.7 and 6.9 meV. These hold for infinite barriers. With a barrier of $40\,\mathrm{Ry}^*$ (225 meV), the same mass outside and the finite-well ground state in place of the cosine, they become 11.5 and 7.3 meV. For these parameters the rows $L=0.1$ and $L=0.01$ below are wells of 1 nm and 0.1 nm, a few atomic layers or less, where the effective-mass model no longer describes a real crystal.

| $L/a^*$ | $E_b$ centre ($\mathrm{Ry}^*$) | $E_b$ edge ($\mathrm{Ry}^*$) |
|---|---|---|
| 0.01 | 3.95 | 3.85 |
| 0.1 | 3.60 | 2.98 |
| 1 | 2.25 | 1.23 |
| 5 | 1.28 | 0.48 |
| 50 | 1.00 | 0.25 |

The value 4 is approached slowly. For small $L$, $D\simeq sL\langle t\rangle$, where $\langle t\rangle$ is the mean over the envelope density alone. It is $\frac12$ at the edge by symmetry, and at the centre

$$\langle t\rangle=\int_0^{1/2}2t(1+\cos2\pi t)\,dt=\frac14-\frac1{\pi^2}.$$

Expanding the bracket at $s=4$ gives $E_b\simeq4-32L\langle t\rangle$, that is $4-4.76L$ at the centre and $4-16L$ at the edge.

In a wide well, drop the exponentials in $A$ that decay with $L$. At the centre $C=1$ and $E\to0$, so $A\simeq 1/s+s/(s^2+q^2)$. At the edge $b=0$, so $e^{-sb}=1$ stays. With $C=-1$ and $E\to1$ this gives $A\simeq q^2/[2s(s^2+q^2)]$. Using $D=-s\,d\ln A/ds$, to first order in $q^2/s^2$, $D\simeq1-q^2/s^2$ at the centre and $3-2q^2/s^2$ at the edge. The bracket gains $q^2/(2s)$ at $s=2$, or $q^2/(4s)$ at $s=1$. Both equal $q^2/4=\pi^2/L^2$. The total energy thus settles at $-1$ or $-1/4$ to this order, and the excess binding is just the subband energy from which it is measured.

### Where the statements stop

The width theorem covers the centre and the edge, not every fixed fraction $z_i/L$. At $z_i=0.45L$ the binding is $0.57$ for $L=20$ but $0.99$ for $L=200$, because the donor's distance from the wall has grown from 1 to $10\,a^*$. These are values of the trial function. A converged variational basis gives $0.64$ and $1.00$, so the rise itself belongs to the model.

The proofs concern the trial function. Multiplying it by polynomials in $r$ and $u$ up to total degree 5 raises the bindings at $L=1$ to about $2.37$ and $1.35$. Relative to these values, which are themselves lower bounds, the simple function falls short by 4.9% at the centre and 9.2% at the edge. The edge value remains the lower one, here and at $L=3$.

Finally, the limit 4 needs infinite barriers. It rests on $|u|\le L$, which forces $D\to0$. With finite barriers the electron leaks out of a very narrow well, and that argument no longer holds. For the barrier of $40\,\mathrm{Ry}^*$ used above, the centre binding is $2.04$, $2.37$, $2.01$ and $1.18$ at $L=1$, $0.3$, $0.1$ and $0.01$: it passes through a maximum far below 4. The edge limit $1/4$ needs infinite barriers as well, since it requires a node on the wall. With the same barrier the edge binding at $L=50$ is $0.28$ instead of $0.25$.

## Values computed for the example and the checks

```
Binding E_b and optimal lambda against width
L= 0.01 a*: centre 3.9534 Ry*, lambda 0.5059 a*; edge 3.8493 Ry*, lambda 0.5194 a*
L= 0.10 a*: centre 3.6031 Ry*, lambda 0.5530 a*; edge 2.9812 Ry*, lambda 0.6581 a*
L= 0.50 a*: centre 2.7539 Ry*, lambda 0.6973 a*; edge 1.7270 Ry*, lambda 1.0279 a*
L= 1.00 a*: centre 2.2519 Ry*, lambda 0.8110 a*; edge 1.2265 Ry*, lambda 1.3198 a*
L= 2.00 a*: centre 1.7677 Ry*, lambda 0.9447 a*; edge 0.8312 Ry*, lambda 1.7031 a*
L= 5.00 a*: centre 1.2810 Ry*, lambda 1.0609 a*; edge 0.4826 Ry*, lambda 2.2242 a*
L=10.00 a*: centre 1.0908 Ry*, lambda 1.0395 a*; edge 0.3360 Ry*, lambda 2.2846 a*
L=50.00 a*: centre 1.0039 Ry*, lambda 1.0020 a*; edge 0.2539 Ry*, lambda 2.0158 a*
Binding against donor position, L = 1 a*
zi/L=0.000: E_b = 2.2519 Ry*
zi/L=0.125: E_b = 2.1251 Ry*
zi/L=0.250: E_b = 1.8131 Ry*
zi/L=0.375: E_b = 1.4767 Ry*
zi/L=0.500: E_b = 1.2265 Ry*
Model: mass 0.07 m_e, dielectric constant 13.0
Ry* = 5.635 meV, a* = 9.828 nm
Subband energy at L = 1 a*: 9.8696 Ry*
centre, L=1 a*: s = 2.4662 1/a*, lambda = 0.8110 a*
  A = 0.35723 a*, B = 0.04454 a*^2, D = 0.30749
  2<1/r> = 3.7724 Ry*, 1/lambda^2 = 1.5205 Ry*
  E_b = 2.2519 Ry* = 12.69 meV; total energy = 7.6177 Ry*
edge, L=1 a*: s = 1.5154 1/a*, lambda = 1.3198 a*
  A = 0.24330 a*, B = 0.10969 a*^2, D = 0.68323
  2<1/r> = 1.8006 Ry*, 1/lambda^2 = 0.5741 Ry*
  E_b = 1.2265 Ry* = 6.91 meV; total energy = 8.6431 Ry*
Improved variational binding (polynomial degree 5)
L=1 a*, centre: trial 2.2519, improved 2.3683 Ry*, shortfall 4.92 %, degree 4 to 5 1.1e-03 Ry*
L=1 a*, edge: trial 1.2265, improved 1.3513 Ry*, shortfall 9.24 %, degree 4 to 5 4.7e-04 Ry*
L=3 a*, centre: trial 1.5236, improved 1.5976 Ry*, shortfall 4.63 %, degree 4 to 5 5.2e-04 Ry*
L=3 a*, edge: trial 0.6535, improved 0.7123 Ry*, shortfall 8.25 %, degree 4 to 5 9.4e-05 Ry*
Narrow-well slope (4-E_b)/L at L = 0.0001 a*, in Ry*/a*:
  centre 4.757 (formula 4.758), edge 15.990 (formula 16.000)
Wide-well excess / (pi^2/L^2) at L = 200 a*: centre 0.9998, edge 0.9998
zi = 0.45 L: E_b = 0.5728 Ry* at L = 20 a*, 0.9905 Ry* at L = 200 a*
Largest error of direct quadrature check: 1.3e-13 Ry*
```
